# Slater's half-core-hole approximation from Janak's theorem and from linear response: a numerical check

```python
"""Half-core-hole (transition-state) removal energy tested on a free Ga atom.

Result under test, with n the occupation of one core level, E(n) the relaxed
total energy and eps(n) the eigenvalue of that level:
    dE/dn = eps(n)
    I = E(0) - E(1) = -eps(1/2) - eps''(1/2)/24 - eps''''(1/2)/1920 - ...
removed = 1 - n is the hole charge. Shells are spherical; a hole in a shell is
spread evenly over its magnetic sublevels. Internal units are Hartree atomic
units. Printed energies are in eV unless the label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, solve_triangular, block_diag
from pyscf import gto, dft

EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
LIGHT = const.value("inverse fine-structure constant")
LSDA = "lda,vwn"

# Logarithmic radial grid; the diagonal factor corrects the trapezoidal rule
# for the kink of the spherical Coulomb kernel 1/max(r, r').
step = 0.025
log_r = np.arange(np.log(1e-6), np.log(40.0), step)
r = np.exp(log_r)
weight = step * r
coulomb = 1.0 / np.maximum.outer(r, r)
coulomb[np.diag_indices(len(r))] *= 1.0 - step / 12.0

# Even-tempered Gaussians, orthonormalized on the grid for l = 0, 1, 2.
exponents = [0.02 * 2.1 ** np.arange(24), 0.02 * 2.1 ** np.arange(19),
             0.04 * 2.1 ** np.arange(14)]
basis, radial_slope, angular_slope, kinetic = [], [], [], []
for l, alpha in enumerate(exponents):
    gaussian = np.exp(-np.outer(r**2, alpha))
    scale = (np.sqrt(weight) * r)[:, None]
    value = scale * r[:, None]**l * gaussian
    slope = scale * gaussian * (l * r[:, None]**(l - 1.0)
                                - 2.0 * alpha * r[:, None]**(l + 1.0))
    norm = np.linalg.norm(value, axis=0)
    orthonormal, triangle = np.linalg.qr(value / norm)
    slope = solve_triangular(triangle, (slope / norm).T, trans="T").T
    angular = np.sqrt(l * (l + 1.0)) * orthonormal / r[:, None]
    basis.append(orthonormal)
    radial_slope.append(slope)
    angular_slope.append(angular)
    kinetic.append(0.5 * (slope.T @ slope + angular.T @ angular))


def matrix_of(function, columns):
    return columns.T @ (function[:, None] * columns)


def one_electron(nuclear_charge):
    return [kinetic[l] + matrix_of(-nuclear_charge / r, basis[l])
            for l in range(3)]


def scalar_relativistic(nuclear_charge):
    """Spin-free exact two-component one-electron operator, bare nucleus."""
    result = []
    attraction = -nuclear_charge / r
    for l in range(3):
        t = kinetic[l]
        size = len(t)
        v = matrix_of(attraction, basis[l])
        w = (matrix_of(attraction, radial_slope[l])
             + matrix_of(attraction, angular_slope[l])) / (4.0 * LIGHT**2)
        dirac = np.block([[v, t], [t, w - t]])
        metric = block_diag(np.eye(size), t / (2.0 * LIGHT**2))
        vectors = eigh(dirac, metric)[1][:, size:]
        x = np.linalg.solve(vectors[:size].T, vectors[size:].T).T
        overlap = np.eye(size) + x.T @ t @ x / (2.0 * LIGHT**2)
        s, u = eigh(overlap)
        root = (u / np.sqrt(s)) @ u.T
        h = v + x.T @ t + t @ x - x.T @ t @ x + x.T @ w @ x
        h = root @ h @ root
        result.append(0.5 * (h + h.T))
    return result


def exchange_correlation(charge, functional):
    density = charge / (4.0 * np.pi * r**2 * weight)
    energy, potential = dft.libxc.eval_xc(
        functional, (density[0].copy(), density[1].copy()),
        spin=1, deriv=1)[:2]
    potential = np.asarray(potential[0])
    if potential.shape[0] != 2:
        potential = potential.T
    return np.asarray(energy).ravel(), potential


def evaluate(orbitals, shells, core, functional=LSDA):
    """Energy and electronic potential for given orbitals and occupations."""
    charge = np.zeros((2, len(r)))
    energy = 0.0
    for spin in range(2):
        for l, occupation in enumerate(shells[spin]):
            c = orbitals[spin][l]
            energy += np.sum(c * (core[l] @ c), axis=0) @ occupation
            charge[spin] += (basis[l] @ c)**2 @ occupation
    total = charge.sum(axis=0)
    hartree = coulomb @ total
    xc_energy, xc_potential = exchange_correlation(charge, functional)
    energy += 0.5 * total @ hartree + total @ xc_energy
    return energy, hartree + xc_potential


def starting_potential(nuclear_charge):
    size = 0.8
    depth = size * (nuclear_charge - 1.0)**0.4
    screen = 1.0 - 1.0 / (depth * np.expm1(r / size) + 1.0)
    return np.array([(nuclear_charge - 1.0) * screen / r] * 2)


def relax(shells, core, potential, functional=LSDA):
    """Stationary energy, eigenvalues, orbitals and potential."""
    old_potentials, old_errors = [], []
    for cycle in range(150):
        orbitals = [[eigh(core[l] + matrix_of(potential[spin], basis[l]))[1]
                     [:, :len(occ)] for l, occ in enumerate(shells[spin])]
                    for spin in range(2)]
        energy, output = evaluate(orbitals, shells, core, functional)
        errors, levels = [], [[], []]
        for spin in range(2):
            for l, occupation in enumerate(shells[spin]):
                c = orbitals[spin][l]
                fc = (core[l] + matrix_of(output[spin], basis[l])) @ c
                levels[spin].append(np.sum(c * fc, axis=0))
                product = (fc * occupation) @ c.T
                errors.append((product - product.T).ravel())
        error = np.concatenate(errors)
        if np.max(np.abs(error)) < 1e-7:
            return energy, levels, orbitals, output
        old_potentials = (old_potentials + [output])[-8:]
        old_errors = (old_errors + [error])[-8:]
        if cycle < 3:
            potential = 0.5 * (potential + output)
            continue
        differences = np.array([e - error for e in old_errors[:-1]]).T
        mix = np.linalg.lstsq(differences, -error, rcond=1e-12)[0]
        potential = output + sum(m * (p - output) for m, p
                                 in zip(mix, old_potentials[:-1]))
    raise AssertionError("self-consistent field did not converge")


# Symbolic check of the midpoint expansion on a general quintic energy.
n = sp.symbols("n")
quintic = sum(a * n**k for k, a in enumerate(sp.symbols("a0:6")))
def at_half(order):
    return sp.diff(quintic, n, order).subs(n, sp.Rational(1, 2))
assert sp.expand(quintic.subs(n, 1) - quintic.subs(n, 0) - at_half(1)
                 - at_half(3) / 24 - at_half(5) / 1920) == 0

# Radial solver against a three-dimensional Gaussian calculation for Mg.
mg_shells = [[np.ones(3), np.array([3.0])] for _ in range(2)]
mg_energy, mg_levels = relax(mg_shells, one_electron(12),
                             starting_potential(12))[:2]
mg_basis = [[l, [float(a), 1.0]] for l in (0, 1) for a in exponents[l]]
molecule = gto.M(atom="Mg 0 0 0", basis={"Mg": mg_basis}, verbose=0)
reference = dft.RKS(molecule)
reference.xc = LSDA
reference.kernel()
assert reference.converged
assert abs(reference.e_tot - mg_energy) < 1e-3
assert abs(reference.mo_energy[0] - mg_levels[0][0][0]) < 1e-3

# Neutral Ga: majority-spin 4p electron, all other shells filled.
Z = 31
core = one_electron(Z)
neutral_shells = [[np.ones(4), np.array([3.0, 3.0, 1.0]), np.array([5.0])],
                  [np.ones(4), np.array([3.0, 3.0]), np.array([5.0])]]
neutral = relax(neutral_shells, core, starting_potential(Z))
address = {"3d": (2, 0), "2p": (1, 0), "1s": (0, 0)}


def shells_with_hole(name, removed, spin=1):
    shells = [[occ.copy() for occ in channel] for channel in neutral_shells]
    l, k = address[name]
    shells[spin][l][k] -= removed
    return shells


cache = {}
def hole(name, removed):
    """Relaxed energy and eigenvalue with the given hole charge."""
    key = (name, removed)
    if key not in cache:
        result = relax(shells_with_hole(name, removed), core, neutral[3])
        l, k = address[name]
        cache[key] = (result[0], result[1][1][l][k])
    return cache[key]


print("Ga atom, spin-polarized LDA, minority-spin holes")
print(f"Mg check, total-energy gap: {(mg_energy-reference.e_tot)*EV:.4f} eV")
print(f"Ga neutral total energy: {neutral[0]*EV:.2f} eV")

removal = {}
for name, points in (("3d", 4), ("2p", 4), ("1s", 8)):
    full, half, empty = (hole(name, q)[1] for q in (0.0, 0.5, 1.0))
    removal[name] = hole(name, 1.0)[0] - hole(name, 0.0)[0]
    nodes, node_weights = np.polynomial.legendre.leggauss(points)
    integral = -0.5 * sum(w * hole(name, 0.5 * (x + 1.0))[1]
                          for x, w in zip(nodes, node_weights))
    # Emptying one deep spin orbital makes the exchange slope nearly singular
    # at zero occupation, so Gauss quadrature converges more slowly for 1s.
    tolerance = 2e-2 if name == "1s" else 2e-5
    assert abs(integral - removal[name]) < tolerance
    end_error = -full - removal[name]
    middle_error = -half - removal[name]
    print(f"{name} -eps at n=1: {-full*EV:.3f} eV")
    print(f"{name} -eps at n=1/2: {-half*EV:.3f} eV")
    print(f"{name} -eps at n=0: {-empty*EV:.3f} eV")
    print(f"{name} removal energy E(0)-E(1): {removal[name]*EV:.3f} eV")
    print(f"{name} integral of -eps: {integral*EV:.3f} eV")
    print(f"{name} error of n=1 estimate: {end_error*EV:.3f} eV")
    print(f"{name} error of n=1/2 estimate: {middle_error*EV:.4f} eV")
    if name != "1s":
        low, high = hole(name, 0.75)[1], hole(name, 0.25)[1]
        fourth = 256.0 * (empty - 4*low + 6*half - 4*high + full)
        second = 16.0 * (low - 2*half + high) - fourth / 192.0
        predicted = second / 24.0 + fourth / 1920.0
        assert abs(predicted - middle_error) < 0.05*abs(middle_error) + 1e-4
        assert abs(middle_error) < 0.1 * abs(end_error)
        print(f"{name} eps'' at n=1/2: {second*EV:.3f} eV")
        print(f"{name} predicted n=1/2 error: {predicted*EV:.4f} eV")

# Eigenvalue against the slope of independently computed total energies.
slope_3d = (hole("3d", 0.49)[0] - hole("3d", 0.51)[0]) / 0.02
assert abs(slope_3d - hole("3d", 0.5)[1]) < 2e-5
print(f"3d dE/dn at n=1/2, finite difference: {slope_3d*EV:.4f} eV")


def frozen_energy(removed):
    return evaluate(neutral[2], shells_with_hole("3d", removed), core)[0]


def relaxation(removed):
    return frozen_energy(removed) - hole("3d", removed)[0]


growth = relaxation(0.1) / relaxation(0.05)
assert abs(growth - 4.0) < 0.3
frozen_slope = (frozen_energy(0.51) - frozen_energy(0.49)) / 0.02
relaxation_slope = frozen_slope + hole("3d", 0.5)[1]
full_relaxation = relaxation(1.0)
assert full_relaxation > 0.0
assert abs(relaxation_slope - full_relaxation) < 0.15 * full_relaxation
frozen_removal = frozen_energy(1.0) - neutral[0]
self_term = frozen_removal + hole("3d", 0.0)[1]
print(f"3d frozen-orbital removal energy: {frozen_removal*EV:.3f} eV")
print(f"3d frozen self-term beyond -eps(1): {self_term*EV:.3f} eV")
print(f"3d relaxation energy R(1): {full_relaxation*EV:.3f} eV")
print(f"3d relaxation slope R'(1/2): {relaxation_slope*EV:.3f} eV")
print(f"3d ratio R(0.10)/R(0.05): {growth:.3f}")

# Sizes of effects left out of the 3d example.
relativistic_core = scalar_relativistic(Z)
dirac_1s = LIGHT**2 * (np.sqrt(1.0 - (Z / LIGHT)**2) - 1.0)
assert abs(np.linalg.eigvalsh(relativistic_core[0])[0] - dirac_1s) < 0.05
relativistic = [relax(shells_with_hole("3d", q), relativistic_core,
                      neutral[3])[0] for q in (0.0, 1.0)]
relativistic_shift = relativistic[1] - relativistic[0] - removal["3d"]

orbital_charge = (basis[2] @ neutral[2][1][2][:, 0])**2
force = np.gradient(-Z / r + neutral[3][1], log_r) / r
spin_orbit = 2.5 * 0.5 * (orbital_charge @ (force / r)) / LIGHT**2

majority = relax(shells_with_hole("3d", 1.0, spin=0), core, neutral[3])[0]
spin_shift = majority - hole("3d", 1.0)[0]

exchange_only = [relax(shells_with_hole("3d", q), core, neutral[3],
                       "lda,")[0] for q in (0.0, 1.0)]
correlation_shift = removal["3d"] - (exchange_only[1] - exchange_only[0])

single = np.array([orbital_charge, 1e-12 * orbital_charge])
self_interaction = (0.5 * orbital_charge @ coulomb @ orbital_charge
                    + orbital_charge @ exchange_correlation(single, LSDA)[0])

dielectric, radius_nm = 5.3, 0.195
screening = 0.5 * (1.0 - 1.0 / dielectric) * BOHR_NM / radius_nm

print(f"scalar-relativistic shift of 3d I: {relativistic_shift*EV:.3f} eV")
print(f"3d spin-orbit splitting: {spin_orbit*EV:.3f} eV")
print(f"majority minus minority 3d hole: {spin_shift*EV:.3f} eV")
print(f"correlation part of 3d I: {correlation_shift*EV:.3f} eV")
print(f"one-3d-orbital self-interaction: {self_interaction*EV:.3f} eV")
print(f"rough GaN-like dielectric constant (input): {dielectric:.1f}")
print(f"rough cavity radius (input): {radius_nm:.3f} nm")
print(f"Born screening energy in solid: {screening*EV:.2f} eV")
print("done: every assertion held")
```

Output:

```
Ga atom, spin-polarized LDA, minority-spin holes
Mg check, total-energy gap: 0.0000 eV
Ga neutral total energy: -52296.16 eV
3d -eps at n=1: 19.935 eV
3d -eps at n=1/2: 28.109 eV
3d -eps at n=0: 37.226 eV
3d removal energy E(0)-E(1): 28.266 eV
3d integral of -eps: 28.266 eV
3d error of n=1 estimate: -8.331 eV
3d error of n=1/2 estimate: -0.1561 eV
3d eps'' at n=1/2: -3.713 eV
3d predicted n=1/2 error: -0.1561 eV
2p -eps at n=1: 1090.923 eV
2p -eps at n=1/2: 1121.964 eV
2p -eps at n=0: 1154.131 eV
2p removal energy E(0)-E(1): 1122.151 eV
2p integral of -eps: 1122.151 eV
2p error of n=1 estimate: -31.228 eV
2p error of n=1/2 estimate: -0.1870 eV
2p eps'' at n=1/2: -4.462 eV
2p predicted n=1/2 error: -0.1870 eV
1s -eps at n=1: 10072.742 eV
1s -eps at n=1/2: 10229.967 eV
1s -eps at n=0: 10352.813 eV
1s removal energy E(0)-E(1): 10224.947 eV
1s integral of -eps: 10224.947 eV
1s error of n=1 estimate: -152.205 eV
1s error of n=1/2 estimate: 5.0199 eV
3d dE/dn at n=1/2, finite difference: -28.1095 eV
3d frozen-orbital removal energy: 35.143 eV
3d frozen self-term beyond -eps(1): 15.208 eV
3d relaxation energy R(1): 6.877 eV
3d relaxation slope R'(1/2): 7.036 eV
3d ratio R(0.10)/R(0.05): 3.978
scalar-relativistic shift of 3d I: -0.687 eV
3d spin-orbit splitting: 0.469 eV
majority minus minority 3d hole: 0.112 eV
correlation part of 3d I: 1.592 eV
one-3d-orbital self-interaction: 1.459 eV
rough GaN-like dielectric constant (input): 5.3
rough cavity radius (input): 0.195 nm
Born screening energy in solid: 3.00 eV
done: every assertion held
```
